# Where spin levels 0 and −1 cross in the boron vacancy

## The problem

The negatively charged boron vacancy in hexagonal boron nitride (hBN) has a spin-triplet ground state, \(S=1\). Without a magnetic field, the level with spin projection \(m=0\) lies below the pair \(m=\pm1\). The splitting corresponds to a frequency \(\nu_D=3.48\) GHz. A field \(B>0\) is applied along the defect axis \(z\), which is normal to the layers. Take \(g=2\).

(a) At what field do the levels \(m=0\) and \(m=-1\) cross?

(b) Does the crossing survive a small tilt of the field, an in-plane strain, and the coupling to the three neighbouring nitrogen nuclei?

## A tempting solution

The field splits the pair \(m=\pm1\). Their projections differ by 2, so their separation is \(2g\mu_BB\), where \(\mu_B\) is the Bohr magneton. The pair starts at a height \(D=h\nu_D\) above \(m=0\). When the splitting has grown to \(D\), the lower member has come down to the level \(m=0\). Hence

\[
2g\mu_BB=D .
\]

With \(D=14.392\) μeV and \(g\mu_B=115.77\) μeV/T,

\[
B=\frac{14.392}{2\times115.77}\ \text{T}=0.062\ \text{T}.
\]

## Where it fails

The separation \(2g\mu_BB\) is correct, but it is shared between two levels. The level \(m=+1\) rises by \(g\mu_BB\), and \(m=-1\) falls by the same amount. When their separation equals \(D\), the lower one has therefore fallen by only \(D/2\). It still lies \(D/2=7.2\) μeV above \(m=0\).

The crossing condition must compare the two levels that are to cross. The motion of \(m=+1\) does not enter it.

## The levels in an axial field

The algebra uses atomic units, in which \(\hbar=1\) and \(\mu_B=1/2\). The magnetic moment of an electron spin is opposite to the spin, \(\boldsymbol\mu=-g\mu_B\mathbf S\). Its energy \(-\boldsymbol\mu\cdot\mathbf B\) is therefore \(+g\mu_BBS_z\) in an axial field. Define the Zeeman energy

\[
b=g\mu_BB=\frac{g}{2}B .
\]

The spin Hamiltonian is

\[
H=D\left(S_z^2-\frac23\right)+bS_z,\qquad D>0 .
\]

The term \(-2D/3\) makes the trace of the first part zero, because \(S_z^2\) has the eigenvalues 1, 0, 1, whose mean is \(2/3\). It shifts all three levels equally and cannot affect a crossing.

\(H\) contains no spin operator other than \(S_z\), so the states of definite \(m\) are its eigenstates. Putting \(m=0,-1,+1\) in turn gives

\[
E_0=-\frac{2D}{3},\qquad
E_{-1}=\frac D3-b,\qquad
E_{+1}=\frac D3+b .
\]

The two differences from \(E_0\) are

\[
E_{-1}-E_0=\frac D3-b+\frac{2D}{3}=D-b,
\]

\[
E_{+1}-E_0=\frac D3+b+\frac{2D}{3}=D+b .
\]

The second is positive for every \(B>0\). The first is a falling straight line in \(B\) and vanishes once, at \(b=D\). The crossing field is

\[
B_c=\frac{2D}{g}\quad\text{(atomic units)},\qquad
B_c=\frac{h\nu_D}{g\mu_B}\quad\text{(ordinary units)}.
\]

The constant is \(h\), not \(\hbar\), because \(\nu_D\) counts cycles per second. Using \(\hbar\) would make the field too small by a factor \(2\pi\).

The same result corrects the first attempt in its own terms. Below the crossing, the transitions from \(m=0\) have energies \(D-b\) and \(D+b\), separated by \(2b\). At \(b=D\) this separation is \(2D\), not \(D\), and the lower transition energy is zero. Above the crossing the transition energies are \(b-D\) and \(b+D\), and their separation stays at \(2D\).

Reversing the field changes the sign of \(b\) and exchanges the roles of \(m=-1\) and \(m=+1\).

## The number

The splitting as an energy is

\[
D=4.135668\ \frac{\mu\text{eV}}{\text{GHz}}\times3.48\ \text{GHz}
=14.392\ \mu\text{eV}.
\]

The Zeeman slope is

\[
g\mu_B=2\times57.884\ \mu\text{eV/T}=115.77\ \mu\text{eV/T}.
\]

Therefore

\[
B_c=\frac{14.392}{115.77}\ \text{T}=0.1243\ \text{T}.
\]

In atomic units \(D=5.289\times10^{-7}\) hartree. With \(g=2\) the formula \(B_c=2D/g\) gives a field with the same numerical value, \(5.289\times10^{-7}\). Multiplication by the atomic unit of field, \(2.3505\times10^5\) T, again gives 0.1243 T.

The levels, in μeV, show the order before and after the crossing:

| \(B\) (T) | \(E_0\) | \(E_{-1}\) | \(E_{+1}\) |
|---:|---:|---:|---:|
| 0 | −9.595 | 4.797 | 4.797 |
| 0.080 | −9.595 | −4.464 | 14.059 |
| 0.124 | −9.595 | −9.558 | 19.153 |
| 0.160 | −9.595 | −13.725 | 23.320 |

At 0.080 T, already above the field of the first attempt, \(m=-1\) is still about 5.1 μeV above \(m=0\). At 0.124 T the distance is 0.037 μeV, and at 0.160 T the order is reversed. As a test that does not use the level formulas, the triplet matrix was diagonalized and the field was sought at which its ground state changes from \(m=0\) to \(m=-1\). The result was 0.124319 T, in agreement with the formula.

## A tilted field

Let the field make a small angle \(\theta\) with the axis. The Zeeman term becomes \(b(\cos\theta\,S_z+\sin\theta\,S_x)\). The new operator is \(S_x=(S_++S_-)/2\). For \(S=1\), \(S_-|0\rangle=\sqrt2\,|-1\rangle\), so

\[
V=\langle-1|b\sin\theta\,S_x|0\rangle
=b\sin\theta\,\frac{\sqrt2}{2}
=\frac{b\sin\theta}{\sqrt2}.
\]

Near the crossing, \(m=+1\) lies about \(2D\) higher. To leading order in \(\theta\) it can be left out. The other two levels have the energy difference \(\delta=D-b\cos\theta\) and the coupling \(V\). Measured from their mean energy, their matrix is

\[
\begin{pmatrix}-\delta/2&V\\V&\delta/2\end{pmatrix}.
\]

Its eigenvalues \(\lambda\) satisfy \(\lambda^2-\delta^2/4-V^2=0\). The gap between them is

\[
\Delta=\sqrt{\delta^2+4V^2}.
\]

To leading order the minimum lies at \(\delta=0\), where \(b\approx D\). Hence

\[
\Delta_{\min}\approx2V\approx\sqrt2\,D\sin\theta .
\]

The levels no longer cross; they approach and repel. For \(\theta=1^\circ\),

\[
\Delta_{\min}=\sqrt2\times14.392\ \mu\text{eV}\times0.017452
=0.355\ \mu\text{eV}.
\]

Diagonalization of all three levels gives the same value to the digits shown. At \(2^\circ\) and \(4^\circ\) its gaps differ from the formula by \(-3.8\times10^{-4}\) and \(-1.5\times10^{-3}\), relative to the formula. Doubling the angle multiplies the error by about four, as expected for a correction of relative order \(\theta^2\).

The gap can be read as a range of field. Write the state \(m=0\) as \(\cos\varphi\,|a\rangle+\sin\varphi\,|b\rangle\), where \(a\) and \(b\) label the two eigenstates and \(\tan2\varphi=2|V|/\delta\). A spin prepared in \(m=0\) is found there with the time-averaged probability \(\cos^4\varphi+\sin^4\varphi=1-\tfrac12\sin^22\varphi\). The average transfer to \(m=-1\) is therefore

\[
\overline P=\frac12\sin^22\varphi=\frac{2V^2}{\delta^2+4V^2}.
\]

It is \(1/2\) at \(\delta=0\) and falls to \(1/4\) at \(|\delta|=2|V|\). With \(V\) held at its value at the crossing, this half-height point lies

\[
\frac{\Delta_{\min}}{g\mu_B}=\frac{0.355\ \mu\text{eV}}{115.77\ \mu\text{eV/T}}
=3.1\ \text{mT}
\]

from the centre. A tilt of one degree thus mixes the two states over several millitesla.

## An in-plane strain

Take an axial field again, and add the strain term \(E(S_x^2-S_y^2)\). Since \(S_x=(S_++S_-)/2\) and \(S_y=(S_+-S_-)/(2i)\),

\[
S_x^2=\frac{S_+^2+S_-^2+S_+S_-+S_-S_+}{4},
\]

\[
S_y^2=\frac{-S_+^2-S_-^2+S_+S_-+S_-S_+}{4},
\]

\[
S_x^2-S_y^2=\frac{S_+^2+S_-^2}{2}.
\]

This operator changes \(m\) by two. It joins \(-1\) to \(+1\) and leaves \(m=0\) alone. Because \(S_+^2|-1\rangle=\sqrt2\sqrt2\,|+1\rangle=2|+1\rangle\), the matrix element is \(E\). In the pair \(m=\pm1\) the Hamiltonian is

\[
\begin{pmatrix}D/3+b&E\\E&D/3-b\end{pmatrix},
\qquad
E_\pm=\frac D3\pm\sqrt{b^2+E^2}.
\]

The lower of these levels meets \(-2D/3\) when \(\sqrt{b^2+E^2}=D\), that is, at

\[
b=\sqrt{D^2-E^2}\approx D-\frac{E^2}{2D},\qquad |E|<D .
\]

The crossing survives, although the level that takes part now contains a little \(m=+1\). For a rough value \(E=0.2\) μeV the shift is

\[
-\frac{0.2^2}{2\times14.392}\ \mu\text{eV}=-0.0014\ \mu\text{eV},
\]

or \(-0.012\) mT. Strain of this form is negligible here. It can also change \(D\) itself, an effect that this term does not contain.

## The nitrogen nuclei

The vacancy has three nearest nitrogen atoms. Nitrogen-14 has nuclear spin 1. Let \(\mathbf I\) be the sum of the three nuclear spins and \(M=-3,\dots,3\) its projection. If the three couplings are taken as equal, and isotropic in the plane, the hyperfine energy is

\[
H_{\text{hf}}=AS_zI_z+A_t(S_xI_x+S_yI_y).
\]

Consider first the axial part. It leaves \(m=0\) unchanged and adds \(-AM\) to \(m=-1\). The crossing condition at a fixed \(M\) becomes

\[
D-b-AM=0,\qquad b=D-AM .
\]

For a rough value \(A=0.2\) μeV, the two extreme fields are

\[
M=+3:\quad B=\frac{14.392-0.6}{115.77}\ \text{T}=0.1191\ \text{T},
\]

\[
M=-3:\quad B=\frac{14.392+0.6}{115.77}\ \text{T}=0.1295\ \text{T}.
\]

One crossing has become seven, spaced by 1.7 mT and centred on \(B_c\).

The transverse part exchanges spin between electron and nuclei:

\[
S_xI_x+S_yI_y=\frac12(S_+I_-+S_-I_+).
\]

It couples \(|m=0,M\rangle\) to \(|m=-1,M+1\rangle\). For total nuclear spin \(I\) the matrix element is

\[
W=\frac{A_t}{2}\,\sqrt2\,\sqrt{I(I+1)-M(M+1)} .
\]

It is largest for \(I=3\) and \(M=0\) or \(-1\), where the last root is \(\sqrt{12}\). Then

\[
W=\frac{A_t}{2}\sqrt{24}=\sqrt6\,A_t .
\]

These two states would meet at \(b=D-A(M+1)\). Since \(W\) does not depend on the field, the two-level result gives the smallest gap \(2W=2\sqrt6\,A_t\). For a rough value \(A_t=0.3\) μeV,

\[
2W=2\times2.449\times0.3\ \mu\text{eV}=1.47\ \mu\text{eV}.
\]

Diagonalization for \(I=3\) and zero total projection, which also includes the state with \(m=+1\), gives 1.469 μeV.

Divided by the Zeeman slope, this gap corresponds to 12.7 mT. As for the tilted field, this is the distance from the centre to the half-height point of the mixing, so this pair is mixed over about 25 mT in all. The half-width alone exceeds the whole distance of 10.4 mT between the first and last axial crossings. The seven crossings therefore do not describe this pair of states. Its gap is the largest. The smallest nonzero gap occurs for \(I=1\), where \(2W=2A_t=0.6\) μeV, or 5.2 mT, which still exceeds the spacing of 1.7 mT. For these values the pairs joined by the transverse coupling are therefore not described by the seven crossings. What remains is a region of mixed electron and nuclear states, which extends of order 10 mT to either side of the field found in part (a).

Not every pair of states repels. The state \(|m=0,M=3\rangle\) has no partner with \(m=-1\), because \(M\) cannot be raised further. The same holds for \(|m=0,M=I\rangle\) at every total nuclear spin \(I\), and \(|m=-1,M=-I\rangle\) likewise has no partner with \(m=0\). In this model the sum \(m+M\) is conserved, so levels with different sums can cross. These unpartnered states therefore still cross, near \(b=D-AM\) with \(M=0,-1,-2,-3\) for the state with \(m=-1\). The coupling to \(m=+1\) lowers \(|m=0,M=I\rangle\) by about \(A_t^2I/(2D)\), which moves these crossings by less than 0.1 mT, so four of the seven fields remain true crossings. For \(I=0\) the hyperfine energy vanishes and the crossing stays at \(B_c\). A tilted field, the strain term or an in-plane anisotropy of the hyperfine coupling removes the conservation of \(m+M\). Strain and anisotropy change the sum only by even amounts, so levels with even and odd sums can still cross. A tilt removes this protection as well.

## The model beside the real defect

The values of \(D\) and \(g\) are typical of this defect near room temperature, and the strain and hyperfine values are of its rough size. If the field is aligned to within about one degree, the assumption that the real defect breaks most strongly is that of an isolated electron spin. The axial hyperfine coupling alone moves individual crossings by up to about 5 mT, and the transverse coupling mixes states over a wider range. The real couplings of each nitrogen are also anisotropic in the plane. That anisotropy and the smaller nuclear Zeeman and quadrupole terms are left out here, so the hyperfine numbers are estimates of size and not a predicted spectrum.

The following corrections are smaller:

| Change, others fixed | Shift of \(B_c\) (mT) |
|---|---:|
| \(g=2.0023\) instead of 2 | −0.14 |
| \(\nu_D\) uncertain by 0.005 GHz | ±0.18 |
| 10 K warmer | −0.22 |

The last row uses a rough slope of \(-0.0025\) μeV/K for \(D\). It serves for small changes near room temperature and should not be extended to low temperature. These shifts justify three digits for the nominal field, 0.124 T.

The crossing changes which level is lowest, but near room temperature it does not produce a noticeably polarized spin in thermal equilibrium. At 300 K the thermal energy \(k_BT\) is 25,852 μeV, so \(D/k_BT=5.6\times10^{-4}\). To first order in the level energies divided by \(k_BT\), the populations are

\[
p_m\approx\frac13\left(1-\frac{E_m}{k_BT}\right),
\]

because the three energies add up to zero. For \(m=0\) this gives

\[
p_0\approx\frac13\left(1+\frac{2D}{3k_BT}\right)=0.33346,
\]

which does not depend on the field to this order. Between 0.12 T and 0.13 T the population of \(m=-1\) changes only from 0.33345 to 0.33347. To make the mixing visible in the spin populations at this temperature, the spin must first be polarized, for example by optical pumping into \(m=0\).

## Answer

(a) For an isolated electron spin in an axial field, the levels \(m=0\) and \(m=-1\) cross at \(B_c=h\nu_D/(g\mu_B)=0.124\) T.

(b) For an isolated electron spin in an axial field, the in-plane strain term preserves the crossing and hardly moves it. A tilt opens a gap of about \(\sqrt2\,D\sin\theta\). The nitrogen nuclei spread the single crossing into a region that extends of order 10 mT to either side, in which some pairs of levels repel and others still cross. The numerical output lists the values used.

## Numbers as computed

```
Input splitting frequency: 3.48 GHz
Input g factor: 2.0
Planck constant: 4.135668 micro-eV/GHz
Bohr magneton: 57.88382 micro-eV/T
Zero-field splitting D: 14.3921 micro-eV
Zeeman slope g muB: 115.7676 micro-eV/T
B = 0.000 T: E(0), E(-1), E(+1) = -9.595, 4.797, 4.797 micro-eV
B = 0.080 T: E(0), E(-1), E(+1) = -9.595, -4.464, 14.059 micro-eV
B = 0.124 T: E(0), E(-1), E(+1) = -9.595, -9.558, 19.153 micro-eV
B = 0.160 T: E(0), E(-1), E(+1) = -9.595, -13.725, 23.320 micro-eV
E(-1) - E(0) at 0.124 T: 0.0369 micro-eV
Crossing field, formula: 0.124319 T
Crossing field, diagonalization: 0.124319 T
D in atomic units: 5.28901e-07 hartree
Crossing field in atomic units: 5.28901e-07 a.u.
Atomic unit of field: 2.35052e+05 T
Tilt: 1.0 degree
Tilt gap, formula: 0.3552 micro-eV
Tilt gap, diagonalization: 0.3552 micro-eV
Tilt gap as field interval: 3.07 mT
Tilt formula relative errors at 2, 4 degrees: -3.81e-04, -1.52e-03
Rough strain term: 0.2 micro-eV
Field shift from strain: -0.0120 mT
Rough axial hyperfine coupling: 0.2 micro-eV
Field step per unit M: 1.73 mT
First hyperfine crossing (M = +3): 0.1191 T
Last hyperfine crossing (M = -3): 0.1295 T
Rough transverse hyperfine: 0.3 micro-eV
Largest flip-flop matrix element: 0.7348 micro-eV
Flip-flop gap, formula: 1.4697 micro-eV
Flip-flop gap, diagonalization: 1.4692 micro-eV
Flip-flop gap as field interval: 12.7 mT
Free-electron g factor: 2.00232
Field shift from free-electron g: -0.144 mT
Rounding half-width of D: 0.005 GHz
Field uncertainty from rounding: 0.179 mT
Rough temperature slope of D: -0.0025 micro-eV/K
Field shift for +10 K: -0.216 mT
Temperature: 300 K
Thermal energy: 25852 micro-eV
D / thermal energy: 5.57e-04
Zero-field population of m = 0: 0.33346
Population of m = 0 at 0.12, 0.13 T: 0.33346, 0.33346
Population of m = -1 at 0.12, 0.13 T: 0.33345, 0.33347
```
